Tsu–Esaki tunnelling current with stable logarithms and a Landauer check

Before a read voltage is chosen for a magnetic tunnel junction, one has to decide whether the current may be taken as zero-bias conductance times voltage, or whether the energy integral must be repeated at each voltage. In the junction treated below, the linear rule at 0.1 V is good to about 1 % in both magnetic states. At 0.5 V it misses 8 % of the current in one state and 26 % in the other, and the magnetoresistance has fallen from 74 % to 40 %. The finite-bias integral is therefore needed, in a form that survives low temperature and small voltage.

**The junction and its conventions**

Two magnetic metals face each other across a planar barrier of width d = 1 nm and height φ = 2 eV above the left Fermi level. The majority band (M) begins 2.0 eV below the Fermi level and the minority band (m) 0.3 eV below it. The free-electron mass m_e holds everywhere. Transport is coherent and elastic, the transverse wave vector k∥ is conserved, and spins do not flip. The magnetizations are parallel (P) or antiparallel (AP).

Energies are measured from the left Fermi level. A bias V lowers the right Fermi level and the right band bottoms by w = eV, with e > 0. J is the electric current density, counted positive when electrons flow from left to right. The thermal energy is θ = k_B T, and τ denotes transmission. The total energy splits as

E = Ex + E∥, E∥ = ħ²k∥²/2m_e.

**Counting the supply by hand**

Take w = 0.1 eV at zero temperature. Left states are filled below E = 0 and right states below E = −0.1 eV, so net current comes from total energies between −0.1 and 0 eV. At a fixed longitudinal energy Ex, which values of E∥ ≥ 0 reach this window?

For Ex = −0.20 eV, E∥ runs from 0.10 to 0.20 eV, a range of 0.10 eV. For Ex = −0.05 eV it runs from 0 to 0.05 eV, a range of 0.05 eV. For Ex = +0.05 eV there is none. The range is the supply function S. At zero temperature it is −Ex confined between 0 and w:

S = clip(−Ex, 0, w).

At finite temperature the range becomes an integral over the difference of Fermi functions,

S = ∫₀^∞ dE∥ [f(Ex + E∥) − f(Ex + E∥ + w)], f(E) = 1/(1 + e^(E/θ)).

Since −θ ln(1 + e^(−E/θ)) has derivative f(E), and vanishes at large E, each term integrates to a logarithm:

S = θ ln(1 + e^(−Ex/θ)) − θ ln(1 + e^(−(Ex+w)/θ)).

At 300 K, θ = 25.852 meV. For Ex = 0 the first logarithm is ln 2 = 0.6931. The second is ln(1 + e^(−3.868)) = 0.0207. Hence S = 25.852 × 0.6725 = 17.4 meV, where the zero-temperature count gives 0. At 4 K the same point has S = θ ln 2 = 0.239 meV.

**From supply to current**

For one spin, the current carried from the left is e times velocity times transmission, summed over states:

e ∫ d²k∥/(2π)² ∫ dkx/(2π) vx τ f.

At fixed k∥, vx dkx = dEx/ħ. The transverse states are isotropic, so d²k∥ = 2πk∥ dk∥, and dE∥ = ħ²k∥ dk∥/m_e. Thus

d²k∥/(2π)² = m_e dE∥/(2πħ²).

For elastic coherent transport the transmission is the same in both directions, so the opposing current has the same form with the right Fermi function. With equal masses, k∥ adds the same energy E∥ in all regions, and τ depends on Ex and V alone. The E∥ integral then acts only on the Fermi functions and produces S:

J = K ∫_b^∞ dEx τ(Ex,V) S(Ex,V), K = e m_e/(4π²ħ³).

This is the Tsu–Esaki formula per spin channel. With energies in eV, K = 8.0916×10⁹ A cm⁻² eV⁻². The lower limit b is the higher of the two band bottoms, because a propagating state is needed on both sides.

**Logarithms that survive**

Put a = −Ex/θ and v = w/θ. The task is to evaluate

S/θ = ln[(1 + e^a)/(1 + e^(a−v))].

At 4 K and Ex = −0.5 eV, a is about 1450, and e^a overflows double precision. The ratio gave no finite value at any of 101 energies between −0.5 and −0.4 eV.

Subtracting two safely computed logarithms avoids overflow but not cancellation. At 1 nV and 4 K, v is 2.9×10⁻⁶, and it must emerge from two numbers near 1450, whose rounding is about 10⁻¹³. The expected relative error is a few times 10⁻⁸; the largest one found was 3.1×10⁻⁸. It grows roughly as 1/V, with the scatter of rounding errors.

For small v, invert the ratio before taking the logarithm:

(1 + e^(a−v))/(1 + e^a) = 1 − (e^a − e^(a−v))/(1 + e^a)
= 1 − F(1 − e^(−v)), F = 1/(1 + e^(−a)).

Let log1p(x) denote ln(1 + x) and expm1(x) denote e^x − 1, both evaluated without loss at small x. Then

S = −θ log1p[F expm1(−v)], 0 ≤ v ≤ 1.

The voltage enters through v itself, not through a difference of large numbers. For large v and F near 1, however, the bracket approaches −1 and digits are lost again. There, use the identity

ln(1 + e^y) = max(y,0) + log1p(e^(−|y|)),

which follows for y > 0 by taking out the factor e^y. Subtract its values at y = a and y = a − v. The difference max(a,0) − max(a−v,0) is 0 for a < 0, a for 0 ≤ a ≤ v, and v for a > v. Therefore

S = θ{clip(a,0,v) + log1p(e^(−|a|)) − log1p(e^(−|a−v|))}, v > 1.

The first term is the zero-temperature count; the other two are its thermal rounding. For negative V, exchanging the leads gives S(Ex,V) = −S(Ex+eV,−V).

These forms were tested against 400-digit arithmetic at 0.1, 4 and 300 K, for a from −600 to 20,000 and v from 10⁻⁹ to 2000. On a grid of 42 pairs (a, v) per temperature the largest relative error was 3×10⁻¹⁴; between grid points it can be somewhat larger, about 5×10⁻¹⁴ near a = −570.

**Transmission by hand, then in slices**

Inside a barrier of constant potential U, ψ″ = q²ψ with q² = 2m_e(U − Ex)/ħ². Knowing ψ and ψ′ at the right end of a slice of width h, one steps back to its left end:

ψ(x−h) = ψ(x) cosh qh − ψ′(x) sinh(qh)/q,
ψ′(x−h) = ψ′(x) cosh qh − qψ(x) sinh qh.

Start with an outgoing wave on the right, ψ = 1 and ψ′ = ik_R. On the left, an incident amplitude A and a reflected amplitude B give ψ = A + B and ψ′ = ik_L(A − B) at x = 0, so

A = ½[ψ(0) + ψ′(0)/(ik_L)], τ = k_R/(k_L|A|²).

The factor k_R/k_L converts the ratio of intensities into a ratio of fluxes. At V = 0 one slice suffices. With c = cosh qd and s = sinh qd,

A = ½[c(1 + k_R/k_L) + is(q/k_L − k_R/q)].

At Ex = 0 the M band has k² = 2m_e(2 eV)/ħ², equal to q². Then A = c and τ_MM = 1/cosh²(qd). With qd = 7.245 this is 4e^(−14.49) = 2.04×10⁻⁶.

For the minority band, k/q = √(0.3/2) = 0.387. Since s ≈ c here, the m-to-m channel has

|A|²/c² = 1 + ¼(2.582 − 0.387)² = 2.204,

so τ_mm = 2.04×10⁻⁶/2.204 = 9.24×10⁻⁷. For M to m,

|A|²/c² = ¼[(1.387)² + (0.613)²] = 0.575,

and τ_Mm = 0.387 × 2.04×10⁻⁶/0.575 = 1.37×10⁻⁶.

At finite bias the barrier is φ − wx/d. It is cut into 50 slices, each holding its midpoint potential, and the backward step is repeated. Inside the barrier the backward solution grows, so a rounding error is not magnified relative to it. At 0.5 V, a test at four energies in all channels against the Airy-function solution of the tilted barrier gave a largest relative difference of 6×10⁻⁵.

**The general procedure**

1. For each spin channel, set the band bottoms b_L and b_R − w, and take b as the higher one.
2. Substitute Ex = b + u², dEx = 2u du. Near the edge τ varies as √(Ex − b), or as Ex − b if the two bottoms coincide; both become smooth functions of u.
3. Divide the u axis at both Fermi levels and at 40θ on either side of each, end it at the highest of these energies, where S is negligible, and place 40 Gauss points in each panel. At low temperature the narrow thermal steps then keep their own points.
4. Compute τ by backward slices and S by the stable forms; sum K τ S with the quadrature weights.
5. Add the spin channels: J_P = J_MM + J_mm and J_AP = J_Mm + J_mM.

At 0.1 K and 0.2 V, doubling the points per panel changed neither total by more than one part in 10⁸. The reduction to one integral was tested by integrating over total and longitudinal energy separately: for P at 0.5 V and 300 K the two currents differed by 5×10⁻⁶ of their value.

**Linear response is the Landauer conductance**

Differentiating S gives ∂S/∂w = f(Ex + w), which is f(Ex) at w = 0. Because S vanishes at zero bias, the changes of τ and of the lower limit with V do not contribute to first order. Hence, per spin,

G/A = lim J/V = eK ∫_b^∞ dEx τ(Ex,0) f(Ex),

where A now denotes area. To recognize Landauer's expression, write f(Ex) = ∫₀^∞ dE∥ [−f′(Ex + E∥)] and restore the transverse states:

G/A = (e²/h) ∫ dE [−f′(E)] ∫ d²k∥/(2π)² τ(E − E∥).

At zero temperature this is e²/h times the summed transmission of all transverse modes at the Fermi level, per area.

A hand estimate shows the size. Near Ex = 0, τ_MM grows as e^(Ex/ε), with 1/ε = qd/φ = 3.62 eV⁻¹, or ε = 0.276 eV. The M-to-M channel gives about

Kτ_MM ε = 8.09×10⁹ × 2.04×10⁻⁶ × 0.276 = 4.5×10³ S/cm².

For m to m, τ also carries the factor k_L k_R, proportional to 1 + Ex/(0.3 eV). With D = 0.3 eV,

∫_−D^0 (1 + Ex/D)e^(Ex/ε) dEx = ε − (ε²/D)(1 − e^(−D/ε)) = 0.108 eV,

which adds 0.8×10³ S/cm². The total, about 5.35×10³ S/cm², is 2 % below the full value.

That full value was obtained from an explicit sum over the modes of a periodic square of side 200 nm, using the one-slice transmission: 5457 S/cm² for P and 3076 S/cm² for AP. The finite-bias integral at 1 µV and 4 K, divided by V, agreed with these sums to 4×10⁻⁶ and 1.4×10⁻⁵ of their values. Even at 1 pV, J/V reproduced the linear formula to about 10⁻¹⁵, which a subtraction of logarithms could not do.

**The approach to zero temperature**

The identity for ln(1 + e^y) also gives the leading thermal correction. Each of the two terms θ ln(1 + e^y) in S exceeds its zero-temperature form by θ log1p(e^(−|y|)), where |y| is the distance from the corresponding Fermi level in units of θ. Expanding the logarithm and integrating term by term,

∫ θ log1p(e^(−|y|)) θ dy = 2θ²(1 − 1/4 + 1/9 − …) = π²θ²/6.

The left level contributes with a plus sign and the right level with a minus sign:

J(T) − J(0) ≈ K(π²θ²/6)[τ(0,V) − τ(−w,V)].

This needs both Fermi levels many θ above the band edges and a smooth τ over a few θ. For P at 0.1 V and 20 K, the computed shift and the law both give 0.0532 A/cm². At 300 K the zero-bias conductances have risen to 5577 S/cm² (P) and 3201 S/cm² (AP), by 2 % and 4 %.

**Where linearity ends**

The whole junction is mirror-symmetric in P. In AP the mirror exchanges the two spin channels, leaving their sum unchanged. In both states, therefore, J(−V) = −J(V), and J/V is even. For AP at 4 K, J/(GV) − 1 is 1.13×10⁻⁴ at 10 mV and 4.52×10⁻⁴ at 20 mV. The factor 4.00 is that of a quadratic correction.

The P state is less simple. In both of its channels the two band bottoms coincide at V = 0 and separate by w; this matters mainly for m to m, since the M-to-M edge lies 2 eV deep and its logarithmic term below is about 250 times smaller. With u now the energy above the higher bottom, k_L k_R varies as

√(u(u+w)) = u + w/2 − w²/(8u) + … for u ≫ w.

Integrating the last term down to u of order w produces w² ln w, so the correction is even but not purely quadratic.

At 300 K the finite-bias results are:

0.1 V: J_P = 557, J_AP = 324 A/cm²; J/(GV) = 0.999 and 1.011.
0.3 V: J_P = 1696, J_AP = 1066 A/cm²; J/(GV) = 1.013 and 1.111.
0.5 V: J_P = 3024, J_AP = 2156 A/cm²; J/(GV) = 1.084 and 1.347.

The P ratio first dips slightly below one. The negative logarithmic term may be responsible, but its share was not isolated.

**Magnetoresistance beyond densities of states**

Define TMR = J_P/J_AP − 1 at the same voltage. At 300 K it is 74 % near zero bias, 72 % at 0.1 V, 59 % at 0.3 V and 40 % at 0.5 V. The decrease expresses the faster growth of J_AP. One contribution is visible in the limits: at 0.5 V the right minority bottom lies at −0.8 eV, so M-to-m tunnelling gains longitudinal energies that were closed at zero bias. How much of the decrease this explains was not computed.

Julliere's estimate takes G_P ∝ N_M² + N_m² and G_AP ∝ 2N_M N_m, with N the densities of states at the Fermi level. With P_s = (N_M − N_m)/(N_M + N_m),

TMR = (N_M − N_m)²/(2N_M N_m) = 2P_s²/(1 − P_s²).

For free electrons N is proportional to the square root of band depth, so P_s = 0.442 and TMR = 48 %. The estimate contains neither barrier nor wave-vector matching.

Using only the normal-incidence transmissions at the Fermi level would give (2.04 + 0.92)/(2 × 1.37) − 1 = 8 %. The mode sum at zero temperature gives 5457/3076 − 1 = 77 %. The difference comes from oblique modes. Part of it is due to those with E∥ above 0.3 eV, where the minority band has no propagating state at the Fermi level and M to M alone stays open; the rest comes from oblique modes below 0.3 eV, whose transmissions differ from those at normal incidence.

**When the single integral fails**

Suppose the barrier mass is r m_e with r < 1. Conserved k∥ then costs E∥/r inside the barrier, and

ħ²q²/(2m_e) = r(U − Ex) + (1 − r)E∥.

The decay now depends on E∥, so τ cannot be taken out of the transverse integral. Keeping the supply function with the E∥ = 0 transmission overestimates the current, because oblique electrons decay faster. For r = 0.4, P, 0.5 V and 300 K, with ψ′/mass matched at the interfaces, the overestimate is a factor 2.1. The double integral over total and longitudinal energy is then required.

**Beside a real memory cell**

The parameters are rough values for an oxide-barrier junction in a field-switched memory cell, without a particular material. The resistance–area product, the inverse of G/A, is 1.8×10⁴ Ω µm² in P and 3.1×10⁴ Ω µm² in AP at 300 K. This is high: such cells lie roughly between 10³ and 10⁴ Ω µm², and current-switched cells far lower. A TMR of tens of percent is of the size seen with amorphous barriers, but this does not validate the model, whose TMR depends strongly on the barrier shape, as shown below.

The equal-mass assumption matters greatly: with height and width fixed, r = 0.4 raises J_P at 0.5 V by a factor 89. Image forces, with a rough permittivity of 3, lower the middle of the barrier by 0.33 eV. The classical image potential diverges at the interfaces and must be cut off there; with the zero-bias barrier cut off at the Fermi level, J_P rises by a factor of about 24, but this factor depends strongly on the cutoff. It runs from about 11 to 60 as the cutoff moves from 1 eV above to 2 eV below the Fermi level. The magnetoresistance is equally sensitive: at 0.5 V it falls from 40 % to about 3 % with the cutoff at the Fermi level and turns slightly negative for cutoffs 1 to 2 eV lower, while r = 0.4 raises it to about 56 %. The height of 2 eV is thus an effective parameter, and neither the absolute current nor the TMR is a prediction.

Screening in the model electrodes, with a rough static barrier permittivity of 9, would take 62 % of the bias. Splitting this loss equally between the electrodes reduces the barrier tilt but leaves its mean height at φ − w/2; in this example J_P at 0.5 V changes by less than 0.1 %, while J_AP falls by 1.4 %. Band bending inside the electrodes was left out of that estimate; included as an exponentially screened potential, it raises J_P by about 2 %, lowers J_AP by about 4 % and moves the TMR from 40 % to about 48 %. If all the bias falls across the barrier, 0.5 V gives 5 MV/cm, half of a rough breakdown field of 10 MV/cm. Cooling from 300 to 4 K changes J_P at 0.5 V by about 2 %. Magnon-assisted spin flips, defects, roughness and the orbital symmetry of real bands are omitted and not sized; they can alter both the current and its spin dependence. The remaining figures are in the numerical output below.

Numbers as computed

```
Barrier width 1.0 nm, height 2.0 eV, mass ratio 1
Band depths: majority 2.0 eV, minority 0.3 eV
Thermal energy: 25.852 meV at 300 K, 0.3447 meV at 4 K
Prefactor per spin: 8.0916e+09 A/cm^2/eV^2
Supply at Ex=-0.20 eV, V=0.1 V: 300 K 9.9477e-02 eV, 4 K 1.0000e-01 eV
Supply at Ex=-0.05 eV, V=0.1 V: 300 K 5.0000e-02 eV, 4 K 5.0000e-02 eV
Supply at Ex=+0.00 eV, V=0.1 V: 300 K 1.7385e-02 eV, 4 K 2.3892e-04 eV
Supply at Ex=+0.05 eV, V=0.1 V: 300 K 3.4125e-03 eV, 4 K 3.4690e-67 eV
Supply, worst relative error against 400 digits: 3.0e-14
Direct ratio at 4 K, Ex -0.5 to -0.4 eV, 1 nV: finite values 0 of 101
Same points, relative error: difference of logs 3.1e-08, stable form 0.0e+00
Transmission at Fermi level, V=0, M to M: 2.0366e-06
Transmission at Fermi level, V=0, m to m: 9.2399e-07
Transmission at Fermi level, V=0, M to m: 1.3718e-06
Slices against Airy at 0.5 V, worst relative error: 5.6e-05
Single against double integral, relative difference: 4.6e-06
P: G/A mode sum at 0 K 5.45660e+03 S/cm^2, formula at 4 K 5.45663e+03 S/cm^2
P: G/A at 300 K 5.57695e+03 S/cm^2, RA 17931.0 ohm um^2
P: relative difference of J/V: modes 3.9e-06, 1 pV 1.1e-15, thermal 1.1e-12
AP: G/A mode sum at 0 K 3.07620e+03 S/cm^2, formula at 4 K 3.07616e+03 S/cm^2
AP: G/A at 300 K 3.20084e+03 S/cm^2, RA 31241.8 ohm um^2
AP: relative difference of J/V: modes 1.4e-05, 1 pV 5.6e-16, thermal 1.1e-12
Thermal shift of J_P at 0.1 V, 20 K: computed 5.3164e-02, law 5.3161e-02 A/cm^2
AP, 4 K: J/(GV)-1 = 1.1305e-04 at 10 mV, 4.5232e-04 at 20 mV, ratio 4.001
TMR at V->0, 300 K: 74.2 %
Julliere: polarization 0.4417, TMR 48.5 %
V=0.01 V, 300 K: J_P 5.5766e+01, J_AP 3.2012e+01 A/cm^2, TMR 74.2 %
   J/(GV): P 0.9999, AP 1.0001
V=0.10 V, 300 K: J_P 5.5693e+02, J_AP 3.2370e+02 A/cm^2, TMR 72.1 %
   J/(GV): P 0.9986, AP 1.0113
V=0.30 V, 300 K: J_P 1.6956e+03, J_AP 1.0664e+03 A/cm^2, TMR 59.0 %
   J/(GV): P 1.0134, AP 1.1106
V=0.50 V, 300 K: J_P 3.0240e+03, J_AP 2.1555e+03 A/cm^2, TMR 40.3 %
   J/(GV): P 1.0845, AP 1.3468
J_P(300 K)/J_P(4 K) at 0.5 V: 1.0234
Barrier mass ratio 0.4 (rough): J_P grows by factor 88.7 at 0.5 V
Supply shortcut with that mass: J too large by factor 2.138
Image force, permittivity 3 (rough): mid-barrier -0.333 eV, J_P factor 24.5 at 0.5 V
Screening length 0.0909 nm; bias share lost in electrodes 62 % (static permittivity 9, rough)
J_P factor from the reduced barrier tilt: 1.000
Field at 0.5 V: 5.0 MV/cm, 0.50 of a rough breakdown field of 10 MV/cm
```
